# Peak and Width of the Lorentz Oscillator's Infrared Loss: test program

```python
"""
Result under test: for one damped Lorentz oscillator,
    eps(w) = eps_inf + S wT^2 / (wT^2 - w^2 - i g w),   time factor exp(-i w t),
the function L(w) = w * Im eps(w) peaks exactly at w = wT, and its full width at
half maximum is exactly g, for any damping g > 0.
Symbols: w frequency, wT transverse frequency, g damping constant, S oscillator
strength (share of static permittivity), eps_inf high-frequency permittivity.
In the film example all frequencies are wavenumbers in 1/cm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def permittivity(w, wT, g, S, eps_inf=1.0):
    return eps_inf + S * wT**2 / (wT**2 - w**2 - 1j * g * w)


def find_peak(f, lo, hi):
    """Position and height of the highest point of f between lo and hi."""
    grid = np.geomspace(lo, hi, 3001)
    k = int(np.argmax([f(x) for x in grid]))
    assert 0 < k < len(grid) - 1
    best = minimize_scalar(lambda x: -f(x), bounds=(grid[k - 1], grid[k + 1]),
                           method="bounded", options={"xatol": 1e-10 * grid[k]})
    return best.x, -best.fun


def crossings(f, lo, hi, level=0.5):
    """Points on both sides of the peak where f is level times its height."""
    peak, height = find_peak(f, lo, hi)
    g = lambda x: f(x) - level * height
    return brentq(g, lo, peak, xtol=1e-12), brentq(g, peak, hi, xtol=1e-12)


def width(f, lo, hi, level=0.5):
    low, high = crossings(f, lo, hi, level)
    return high - low


# --- Symbolic test, starting from the complex permittivity ---
w, a, g, s = sp.symbols("w a g s", positive=True)      # a is wT, s is S
plus = s * a**2 / (a**2 - w**2 - sp.I * g * w)
minus = s * a**2 / (a**2 - w**2 + sp.I * g * w)         # complex conjugate
L_sym = sp.simplify(w * (plus - minus) / (2 * sp.I))
den = (a**2 - w**2)**2 + g**2 * w**2
slope = 2 * s * a**2 * g * w * (a**4 - w**4) / den**2
assert sp.simplify(sp.diff(L_sym, w) - slope) == 0
for sign in (1, -1):
    half_point = sp.sqrt(a**2 + g**2 / 4) + sign * g / 2
    gap = L_sym.subs(w, half_point) - L_sym.subs(w, a) / 2
    for values in ({a: 1, g: sp.Rational(1, 3), s: 2}, {a: 2, g: 7, s: 1}):
        assert abs(sp.N(gap.subs(values), 40)) < 1e-30

# --- Absorbed power from direct integration of the equation of motion ---
# Units: eps0 = 1, field amplitude = 1, wT = 1.
g_ode, S_ode = 0.4, 0.6
for drive in (0.7, 1.0, 1.5):
    def motion(t, y):
        field = np.cos(drive * t)
        return [y[1], S_ode * field - g_ode * y[1] - y[0], field * y[1]]
    period = 2 * np.pi / drive
    t_start = period * np.ceil(130 / period)
    t_end = t_start + 4 * period
    run = solve_ivp(motion, (0, t_end), [0, 0, 0], method="DOP853",
                    t_eval=[t_start, t_end], rtol=1e-10, atol=1e-12)
    power = (run.y[2, 1] - run.y[2, 0]) / (4 * period)
    formula = 0.5 * drive * permittivity(drive, 1.0, g_ode, S_ode).imag
    assert abs(power / formula - 1) < 1e-6

# --- Peak, widths, area and strength for weak to very strong damping (wT = 1) ---
table = []
for ratio in (0.05, 0.5, 1.0, 3.0):
    im_eps = lambda x: permittivity(x, 1.0, ratio, 0.6).imag
    loss = lambda x: x * im_eps(x)
    peak, height = find_peak(loss, 1e-3, 100)
    fwhm = width(loss, 1e-3, 100)
    assert abs(peak - 1) < 1e-6
    assert abs(height - 0.6 / ratio) < 1e-9 * height
    assert abs(fwhm - ratio) < 1e-8
    for level in (0.1, 0.25, 0.8):
        expected = ratio * np.sqrt(1 / level - 1)
        assert abs(width(loss, 1e-3, 100, level) - expected) < 1e-7
    area = quad(loss, 0, 1, limit=200)[0] + quad(loss, 1, np.inf, limit=200)[0]
    assert abs(area - np.pi / 2 * height * fwhm) < 1e-6
    kk = lambda x: im_eps(x) / x
    strength = 2 / np.pi * (quad(kk, 0, 1, limit=200)[0]
                            + quad(kk, 1, np.inf, limit=200)[0])
    assert abs(strength - height * fwhm / peak**2) < 1e-6
    im_peak, _ = find_peak(im_eps, 1e-3, 100)
    b = 2 - ratio**2
    assert abs(im_peak - np.sqrt((b + np.sqrt(b**2 + 12)) / 6)) < 1e-6
    table.append((ratio, peak, fwhm, im_peak, width(im_eps, 1e-3, 100)))

# --- Example: Si-O stretching band of a silicon dioxide film (rough values) ---
wT, damp, S, eps_inf = 1070.0, 70.0, 0.6, 2.1
n_sub, d_nm = 3.42, 100.0
im_film = lambda x: permittivity(x, wT, damp, S, eps_inf).imag
L_film = lambda x: x * im_film(x)
peak, height = find_peak(L_film, 300, 4000)
low, high = crossings(L_film, 300, 4000)
tenth = width(L_film, 300, 4000, 0.1)
S_found = height * (high - low) / peak**2
im_peak, im_height = find_peak(im_film, 300, 4000)
im_width = width(im_film, 300, 4000)
weak_shift = -damp**2 / (8 * wT)
assert abs(peak - wT) < 1e-3 and abs(high - low - damp) < 1e-6
assert abs(np.sqrt(low * high) - wT) < 1e-6
assert abs(S_found - S) < 1e-5
assert abs((im_peak - wT) / weak_shift - 1) < 0.02
meV = const.h * const.c * 100 / const.e * 1000          # one 1/cm in meV

# --- Neglected effect 1: the other silica bands (rough values: wT, g, S) ---
other_bands = ((450.0, 50.0, 0.9), (800.0, 70.0, 0.07), (1200.0, 100.0, 0.05))


def L_all(x):
    return L_film(x) + sum(x * permittivity(x, *band).imag for band in other_bands)


bands_peak, _ = find_peak(L_all, 900, 2500)
bands_width = width(L_all, 900, 2500)

# --- Neglected effects 2 and 3: Gaussian spread of wT, instrument resolution ---
nodes, weights = np.polynomial.hermite.hermgauss(60)
weights = weights / np.sqrt(np.pi)
spread = 20.0                                           # standard deviation
centres = wT + np.sqrt(2) * spread * nodes


def L_spread(x):
    # S wT^2 (charge and mass) is kept the same for every oscillator
    each = permittivity(x, centres, damp, S * wT**2 / centres**2).imag
    return x * float(np.sum(weights * each))


spread_peak, spread_height = find_peak(L_spread, 300, 4000)
spread_width = width(L_spread, 300, 4000)
spread_tenth = width(L_spread, 300, 4000, 0.1)
spread_S = spread_height * spread_width / spread_peak**2
assert spread_width > damp and spread_tenth / spread_width < 3 and spread_S > S

resolution = 4.0                                        # full width, Gaussian
sigma = resolution / (2 * np.sqrt(2 * np.log(2)))
offsets = np.sqrt(2) * sigma * nodes
L_blur = lambda x: float(np.sum(weights * L_film(x + offsets)))
blur_peak, _ = find_peak(L_blur, 300, 4000)
blur_width = width(L_blur, 300, 4000)


# --- Neglected effect 4: finite film thickness, full interference formula ---
def absorbance(x, thickness_nm):
    """Film on a half-infinite substrate, relative to the bare substrate."""
    n = np.sqrt(permittivity(x, wT, damp, S, eps_inf))
    phase = 2 * np.pi * x * thickness_nm * 1e-7 * n
    r01, r12 = (1 - n) / (1 + n), (n - n_sub) / (n + n_sub)
    t01, t12 = 2 / (1 + n), 2 * n / (n + n_sub)
    t = t01 * t12 * np.exp(1j * phase) / (1 + r01 * r12 * np.exp(2j * phase))
    return -np.log10(abs(t)**2 / (2 / (1 + n_sub))**2)


def thin_absorbance(x, thickness_nm):
    kd = 2 * np.pi * x * thickness_nm * 1e-7
    return 2 * kd * im_film(x) / ((1 + n_sub) * np.log(10))


for x in (1030.0, 1070.0, 1130.0):
    assert abs(absorbance(x, 0.1) / thin_absorbance(x, 0.1) - 1) < 2e-3
film = {}
for d in (1.0, 10.0, d_nm):
    A = lambda x: absorbance(x, d)
    film[d] = (*find_peak(A, 800, 1600), width(A, 800, 1600))
error = {d: abs(v[0] - wT) + abs(v[2] - damp) for d, v in film.items()}
assert error[1.0] < 0.1 * error[d_nm]

# --- Output ---
print("Damping table, wT = 1, all in units of wT")
print("g | peak, FWHM of w*Im eps | peak, FWHM of Im eps")
for row in table:
    print("%.2f | %.4f %.4f | %.4f %.4f" % row)
print("Example inputs (rough values, silicon dioxide film)")
print(f"wT = {wT:.0f} 1/cm = {wT * meV:.1f} meV")
print(f"g = {damp:.0f} 1/cm = {damp * meV:.2f} meV")
print(f"S = {S:.2f}, eps_inf = {eps_inf:.2f} (no unit)")
print(f"film thickness = {d_nm:.0f} nm, substrate index = {n_sub:.2f}")
print("Found numerically from w*Im eps")
print(f"peak position = {peak:.2f} 1/cm")
print(f"peak height = {height:.1f} 1/cm")
print(f"lower half-height point = {low:.2f} 1/cm")
print(f"upper half-height point = {high:.2f} 1/cm")
print(f"full width at half maximum = {high - low:.2f} 1/cm")
print(f"midpoint of half-height points = {(low + high) / 2:.2f} 1/cm")
print(f"full width at one tenth = {tenth:.2f} 1/cm")
print(f"S from height*width/peak^2 = {S_found:.4f} (no unit)")
print("Found numerically from Im eps alone")
print(f"peak position = {im_peak:.2f} 1/cm, height = {im_height:.3f}")
print(f"peak shift = {im_peak - wT:.3f} 1/cm")
print(f"weak-damping shift formula = {weak_shift:.3f} 1/cm")
print(f"full width at half maximum = {im_width:.2f} 1/cm")
print("Neglected effects: apparent peak and FWHM in 1/cm")
for band in other_bands:
    print("other band: wT %.0f, g %.0f 1/cm, S %.2f" % band)
print(f"with other bands: {bands_peak:.2f}, {bands_width:.2f}")
print(f"wT spread, std dev {spread:.0f} 1/cm: "
      f"{spread_peak:.2f}, {spread_width:.2f}")
print(f"  its tenth/half width ratio = {spread_tenth / spread_width:.3f}")
print(f"  its apparent S = {spread_S:.3f} (no unit)")
print(f"resolution {resolution:.0f} 1/cm: {blur_peak:.2f}, {blur_width:.2f}")
print("Absorbance of the film: peak and FWHM in 1/cm")
for d, v in film.items():
    print(f"thickness {d:.0f} nm: {v[0]:.2f}, {v[2]:.2f}")
print(f"peak absorbance, {d_nm:.0f} nm, full formula = {film[d_nm][1]:.4f}")
print(f"thin-film formula at wT, {d_nm:.0f} nm = {thin_absorbance(wT, d_nm):.4f}")
print("success")
```

Printed output:

```
Damping table, wT = 1, all in units of wT
g | peak, FWHM of w*Im eps | peak, FWHM of Im eps
0.05 | 1.0000 0.0500 | 0.9997 0.0500
0.50 | 1.0000 0.5000 | 0.9688 0.4912
1.00 | 1.0000 1.0000 | 0.8761 0.9085
3.00 | 1.0000 3.0000 | 0.3675 1.0737
Example inputs (rough values, silicon dioxide film)
wT = 1070 1/cm = 132.7 meV
g = 70 1/cm = 8.68 meV
S = 0.60, eps_inf = 2.10 (no unit)
film thickness = 100 nm, substrate index = 3.42
Found numerically from w*Im eps
peak position = 1070.00 1/cm
peak height = 9813.4 1/cm
lower half-height point = 1035.57 1/cm
upper half-height point = 1105.57 1/cm
full width at half maximum = 70.00 1/cm
midpoint of half-height points = 1070.57 1/cm
full width at one tenth = 210.00 1/cm
S from height*width/peak^2 = 0.6000 (no unit)
Found numerically from Im eps alone
peak position = 1069.43 1/cm, height = 9.174
peak shift = -0.572 1/cm
weak-damping shift formula = -0.572 1/cm
full width at half maximum = 69.98 1/cm
Neglected effects: apparent peak and FWHM in 1/cm
other band: wT 450, g 50 1/cm, S 0.90
other band: wT 800, g 70 1/cm, S 0.07
other band: wT 1200, g 100 1/cm, S 0.05
with other bands: 1070.07, 71.07
wT spread, std dev 20 1/cm: 1070.33, 94.69
  its tenth/half width ratio = 2.584
  its apparent S = 0.659 (no unit)
resolution 4 1/cm: 1070.00, 70.25
Absorbance of the film: peak and FWHM in 1/cm
thickness 1 nm: 1070.01, 70.05
thickness 10 nm: 1070.11, 70.45
thickness 100 nm: 1071.28, 74.42
peak absorbance, 100 nm, full formula = 0.1130
thin-film formula at wT, 100 nm = 0.1212
success
```
